\section*{Why the exchange fraction follows the electronic, not the static, dielectric constant}

\section{Which charges may move}

\textbf{Q.} I want to choose the exchange fraction $\alpha$ of a hybrid functional from the screening in an insulator. An added electron stays in the crystal for good, so the ions have all the time they need to respond. I therefore take $\alpha=1/\varepsilon_0$, with $\varepsilon_0$ the static dielectric constant including ionic displacement. What is wrong with that?

\textbf{A.} Start with the quantity you want to compute. The quasiparticle gap at fixed nuclei is
\begin{equation}
E_{\rm gap}=E_{N+1}(\mathbf R)+E_{N-1}(\mathbf R)-2E_N(\mathbf R),
\end{equation}
with the same nuclear positions $\mathbf R$ in all three energies. However long the electron stays, these nuclei do not answer it.

\textbf{Q.} How does that change the dielectric constant?

\textbf{A.} Take one ionic mode with displacement $u$, effective charge $Z$, force constant $K$ at zero macroscopic field, and cell volume $\Omega$. I use atomic units, with $4\pi$ in the field equations. The polarization has an electronic part $p_e$ and an ionic part $p_i=Zu/\Omega$. An external charge fixes the displacement field $D$, and the energy density is
\begin{equation}
U=\frac{p_e^2}{2\chi_e}+\frac{p_i^2}{2\chi_i}+\frac{F^2}{8\pi},\qquad
F=D-4\pi(p_e+p_i),\qquad \chi_i=\frac{Z^2}{\Omega K}.
\end{equation}
The second term is the spring energy $Ku^2/(2\Omega)$. Since $\partial F/\partial p_e=-4\pi$, the condition $\partial U/\partial p_e=0$ gives $p_e=\chi_eF$. If the ions are free, $p_i=\chi_iF$ in the same way. Then $D=\varepsilon_0F$ and
\begin{equation}
U_{\min}=\tfrac12(\chi_e+\chi_i)F^2+\frac{F^2}{8\pi}=\frac{D^2}{8\pi\varepsilon_0},\qquad
\varepsilon_0=1+4\pi\chi_e+\frac{4\pi Z^2}{\Omega K}.
\end{equation}
If the nuclei are fixed, $p_i=0$, and the same steps give $D^2/(8\pi\varepsilon_\infty)$ with $\varepsilon_\infty=1+4\pi\chi_e$. So $\varepsilon_0$ belongs to energies in which the ions have relaxed around a static charge. The gap above is not such an energy.

\section{From screening to an exchange fraction}

\textbf{Q.} That concerns a classical charge. Why should the fraction of Fock exchange be an inverse dielectric constant at all?

\textbf{A.} Let us derive it in a model insulator with four bands, spin included:
\begin{equation}
H(\mathbf k)=\Delta\tau_z+P\,\tau_x\,\boldsymbol\sigma\cdot\mathbf k .
\end{equation}
The two terms anticommute, so $H^2=E^2$ with $E=\sqrt{\Delta^2+P^2k^2}$. Two bands at $-E$ are filled and two at $+E$ are empty. The gap $G=2\Delta$ contains all local potentials. I hold it fixed when $\alpha$ changes, which assumes that the local exchange replaced by Fock exchange shifts both band edges equally. The zone is a sphere holding one $\mathbf k$ point per cell, so its radius is $Q=(6\pi^2/\Omega)^{1/3}$.

The projector on the filled bands is $\frac12(1-H/E)$. At $\mathbf k=0$ the edge states have $\tau_z=\pm1$, and $\tau_x$ has no expectation value in them. With $w=\Delta/E$, a filled state at $\mathbf q$ therefore has weight $\frac12(1-w)$ on the conduction edge and $\frac12(1+w)$ on the valence edge. The Fock operator carries a minus sign and the interaction $v_q=4\pi/q^2$. It opens the gap by
\begin{align}
X&=\int\!\frac{d^3q}{(2\pi)^3}\,v_q\left[\frac{1+w}{2}-\frac{1-w}{2}\right]
=\frac2\pi\int_0^Q\!\frac{\Delta\,dq}{\sqrt{\Delta^2+P^2q^2}}\nonumber\\
&=\frac{2\Delta}{\pi P}\,\operatorname{arsinh}x,\qquad x=\frac{PQ}{\Delta}.
\end{align}
The factor $2/\pi$ is $4\pi\cdot4\pi/(2\pi)^3$. With the interaction $\alpha/r$, and the filled states kept as those of $H$, the gap is $G+\alpha X$. This is first order in $\alpha$. A self-consistent hybrid lets the filled states adjust and opens the gap further; all hybrid gaps below are the first-order ones.

\textbf{Q.} And screening reduces $X$?

\textbf{A.} Yes. Represent the screening medium by longitudinal modes $b_{\mathbf q}$ of one frequency $\nu$, coupled to the charge density by
\begin{equation}
V^{-1/2}\sum_{\mathbf q}g_q\rho_{\mathbf q}(b_{\mathbf q}+b_{-\mathbf q}^\dagger),
\end{equation}
where $V$ is the crystal volume. For a static charge, completing the square lowers the energy by $V^{-1}\sum_q g_q^2|\rho_q|^2/\nu$. If the mode lowers the static inverse dielectric constant by $S$, this must equal $(2V)^{-1}\sum_q S\,v_q|\rho_q|^2$. Hence $g_q^2=S\,v_q\nu/2$. I take $S$ independent of $q$, which overstates the screening at short distance.

Now add an electron at the conduction edge, to second order in $g$. It can make a virtual transition to an empty state while exciting the mode, which lowers its energy. It also blocks transitions of filled states into the edge state; these had lowered the energy before, so their loss raises it:
\begin{equation}
\delta E_c=-\int\!\frac{d^3q}{(2\pi)^3}\,g_q^2
\left[\frac{(1+w)/2}{E-\Delta+\nu}-\frac{(1-w)/2}{E+\Delta+\nu}\right].
\end{equation}
The model is symmetric under exchange of filled and empty states with reversed energies, so the valence edge moves by $-\delta E_c$. Inserting $g_q^2$, the gap changes by $2\delta E_c=-S\,X\,R(\nu)$, where
\begin{equation}
R(\nu)=\frac{2}{\pi X}\int_0^Q\!dq\;\nu
\left[\frac{(1+w)/2}{E-\Delta+\nu}-\frac{(1-w)/2}{E+\Delta+\nu}\right].
\end{equation}

\textbf{Q.} Where is the exchange fraction in this?

\textbf{A.} In the fast limit. When $\nu$ is far above all band energies, both denominators become $\nu$. The integrand becomes $w$, and $R\to1$. Electronic screening has $S=1-1/\varepsilon_\infty$, so if it is fast,
\begin{equation}
E_{\rm gap}=G+X-\left(1-\frac1{\varepsilon_\infty}\right)X=G+\frac{X}{\varepsilon_\infty}.
\end{equation}
This is the first-order hybrid gap with $\alpha=1/\varepsilon_\infty$. It rests on fast, uniform screening treated to second order.

\section{What the wrong constant assumes}

\textbf{Q.} Then I add the lattice in the same way, with $S=1/\varepsilon_\infty-1/\varepsilon_0$, and arrive at $G+X/\varepsilon_0$.

\textbf{A.} You arrive there if you also set $R=1$ for the lattice, that is, if the ions follow faster than the electrons move. At fixed nuclei the lattice term is absent. For moving nuclei you need $R$ at the phonon frequency, which is low.

For small $\nu$ the integral comes from small $q$, where $w\to1$ and $E-\Delta\approx q^2/(2m)$ with $m=\Delta/P^2$. The second term in the bracket contributes only at order $\nu$. The first gives
\begin{equation}
R\approx\frac{2}{\pi X}\int_0^\infty\!\frac{\nu\,dq}{q^2/(2m)+\nu}
=\frac{2}{\pi X}\,\frac{\pi}{2}\sqrt{2m\nu}=\frac{\sqrt{2m\nu}}{X}.
\end{equation}
A slow mode thus has a small $R$, whatever its share in the static constant.

\textbf{Q.} Which frequency do I insert?

\textbf{A.} The longitudinal one. Without external charge $D=0$, so $F=-4\pi(\chi_eF+p_i)$ and $F=-4\pi p_i/\varepsilon_\infty$. With reduced mass $\mu$,
\begin{equation}
\mu\ddot u=-Ku+ZF=-\left(K+\frac{4\pi Z^2}{\Omega\varepsilon_\infty}\right)u
=-K\frac{\varepsilon_0}{\varepsilon_\infty}u,\qquad
\nu_{\rm LO}=\sqrt{\frac{K\varepsilon_0}{\mu\,\varepsilon_\infty}} .
\end{equation}
The mass enters $\nu_{\rm LO}$ but not $\varepsilon_0$. A constant that is blind to the ionic mass cannot tell whether the ions keep up.

\section{Numbers for a model insulator}

\textbf{Q.} How large is the error? I would like $\varepsilon_\infty$ to come from the same bands.

\textbf{A.} It can. A field $F$ along $x$ perturbs an electron by $Fx$. The second-order energy density is $-\frac12\chi_eF^2$, so $\chi_e=\int\frac{d^3k}{(2\pi)^3}\sum_{cv}|x_{cv}|^2/E$, the band separation being $2E$. Local-field effects are neglected. Here $|x_{cv}|=|\langle c|P\Gamma|v\rangle|/(2E)$ with $\Gamma=\tau_x\sigma_x$. Let $n=H/E$ and $n_x=Pk_x/E$. Because $\Gamma$ anticommutes with the other three matrices in $H$, $\Gamma n\Gamma=-n+2n_x\Gamma$, and
\begin{equation}
\sum_{cv}|\langle c|\Gamma|v\rangle|^2=\tfrac14{\rm Tr}[(1+n)\Gamma(1-n)\Gamma]
=\tfrac14\left[4-(-4+8n_x^2)\right]=2(1-n_x^2).
\end{equation}
The angular average of $n_x^2$ is $P^2k^2/(3E^2)$. With $Pk=\Delta\sinh\theta$ and $s=x/\sqrt{1+x^2}$,
\begin{align}
\varepsilon_\infty-1&=\frac1\pi\int_0^Q\!dk\,\frac{P^2k^2}{E^3}\left(1-\frac{P^2k^2}{3E^2}\right)
=\frac{1}{\pi P}\int_0^{\operatorname{arsinh}x}\!\!d\theta\left(\tanh^2\theta-\tfrac13\tanh^4\theta\right)\nonumber\\
&=\frac{1}{\pi P}\left[\tfrac23(\operatorname{arsinh}x-s)+\tfrac19s^3\right].
\end{align}
The last step uses $\int\tanh^2\theta\,d\theta=\theta-\tanh\theta$ and $\int\tanh^4\theta\,d\theta=\theta-\tanh\theta-\frac13\tanh^3\theta$.

Choose $G=1$ eV, $P=3$ eV\,\AA, $\Omega=20$ \AA$^3$, $Z=1.5$, $K=5$ eV/\AA$^2$ and $\mu=30$ atomic mass units. Then $Q=1.436$ \AA$^{-1}$ and $x=3\times1.436/0.5=8.62$. The formulas give $X=4.354$ eV, $\varepsilon_\infty=3.06$ and $\varepsilon_0=7.13$. The two candidate gaps are
\begin{align}
G+X/\varepsilon_\infty&=1+0.3271\times4.354=2.42\ \text{eV}\quad(0.0891\ \text{hartree}),\\
G+X/\varepsilon_0&=1+0.1403\times4.354=1.61\ \text{eV}\quad(0.0592\ \text{hartree}).
\end{align}
Relative to the fixed-nuclei value, the second is too small by 0.81 eV at this first order in $\alpha$. The approximations behind 2.42 eV are not negligible. With self-consistent filled states the two gaps become 2.77 and 1.67 eV, a difference of 1.10 eV. With the static $\varepsilon(q)$ of the same bands, which falls from 3.06 to about 1.8 at $q=Q$, the first-order fixed-nuclei gap is about 2.7 eV. Both changes move the fixed-nuclei gap further from the $1/\varepsilon_0$ value.

\textbf{Q.} Is the electronic screening really fast enough for the first line?

\textbf{A.} Bring the bracket in $R$ to one denominator. With $\Delta=wE$ its numerator is $w(E+\nu)+\Delta=w(2E+\nu)$, and $\nu(2E+\nu)=(E+\nu)^2-E^2$, so the integrand is
\begin{equation}
w\,\frac{(E+\nu)^2-E^2}{(E+\nu)^2-\Delta^2}=w\left[1-\frac{P^2q^2}{(E+\nu)^2-\Delta^2}\right].
\end{equation}
The correction has no term of order $1/\nu$; it starts at $1/\nu^2$. Put the screening in one mode at 15 eV. The band energy $E$ reaches about 4.3 eV at the zone boundary, and $R=0.990$. The gap becomes 2.45 eV, which is 0.03 eV above the static result. The 15 eV is a chosen input, not derived from the bands, whose transitions reach only $2E\approx8.7$ eV. Since $(E+\nu)^2-\Delta^2<4\left[(E+\nu/2)^2-\Delta^2\right]$, halving $\nu$ raises the deviation by less than a factor of four, to below 0.12 eV. This bound is for one mode at 7.5 eV. The longitudinal response of these bands themselves, read from $-{\rm Im}\,\varepsilon^{-1}(\omega)$ at long wavelength, is a continuum from 1 eV to 8.7 eV plus one sharp mode, a zero of $\varepsilon(\omega)$, at about 9.3 eV that carries a little under half of $S$. Weighted by their shares of $S$, these excitations have a mean energy of about 7 eV and give a deviation of about 0.15 eV. Both deviations are well below 0.81 eV.

\textbf{Q.} But a measured crystal has moving nuclei. Does $1/\varepsilon_0$ not at least describe that?

\textbf{A.} Not here. The phonon energy is 40 meV and $R=0.211$. The lattice changes the gap by
\begin{equation}
-(0.3271-0.1403)\times4.354\times0.211=-0.17\ \text{eV},
\end{equation}
not by $-0.81$ eV. The gap with this polar mode is then 2.25 eV. Computing $R$ with bands whose gap is already opened to 2.42 eV, at the same $P$, gives 0.194. This is a fraction of the exchange opening of those bands, $X=7.3$ eV, so with the same $S$ the shift becomes about $-0.27$ eV; it grows because $m=\Delta/P^2$ grows when $P$ is held fixed. Holding $P$ fixed is artificial: the Fock term that opens the gap also raises $P$ near the edge to about 5.8 eV\,\AA, the edge masses fall from 0.42 to 0.33 and 0.36 electron masses, and with those bands the shift is about $-0.16$ eV. The size of the shift thus follows the band-edge mass rather than the gap, and in all these cases the lattice delivers only about a fifth of its fast-limit effect.

The $-0.17$ eV is an estimate. The usual polaron coupling constant, $S\sqrt{m/(2\nu_{\rm LO})}$, is 2.2 here, which is not small, and second order is not guaranteed to be accurate. Other vibrations are also missing. Such corrections belong in an electron--phonon calculation added to the fixed-nuclei gap.

\textbf{Q.} Is there a quick way to see that my choice fails in principle?

\textbf{A.} Change the lattice and leave the electrons alone. With ions 16 times heavier, $\varepsilon_0$ and your gap stay the same, yet the phonon energy falls to 10 meV and $R$ to 0.108, close to the halving expected from the square-root law. The coupling constant grows as $\nu^{-1/2}$, so second order becomes less reliable for heavy ions. The fixed-nuclei result does not depend on that limit, because it has $u=0$ from the start.

Or make the force constant ten times smaller. Then $\varepsilon_0=43.8$, and your gap drops to 1.10 eV, nearly the local gap. With the same bands and the same nuclear positions, the fixed-nuclei gap is still 2.42 eV, since $K$ appears nowhere in it.

\textbf{Q.} So with $1/\varepsilon_\infty$ the hybrid gap is right?

\textbf{A.} The input is then the right one for fixed nuclei; the hybrid remains an approximation. It uses one constant at all distances, although screening is weaker at short range, and it ignores the frequency dependence of the electrons' response. Those errors call for a better model of electronic screening. Putting in $\varepsilon_0$ might cancel them in some material, but by accident. The numerical check tests the exchange and dielectric formulas against diagonalized bands, the second-order shift against an exactly diagonalized small system, and both limits of $R$.

\section*{Computed results}
\begin{verbatim}
INPUTS
local gap G: 1.00 eV
band parameter P: 3.00 eV angstrom
cell volume: 20.0 angstrom^3
effective ionic charge Z: 1.50 e
force constant K: 5.00 eV/angstrom^2
reduced ionic mass: 30.0 atomic mass units
electronic mode energy: 15.0 eV
BANDS AND SCREENING
zone radius Q: 1.4360 1/angstrom
ratio x = P Q / D: 8.6157
band-edge mass: 0.4233 electron masses
full exchange opening X: 4.3545 eV
eps_inf, formula: 3.0576
eps_inf, numerical eigenvectors: 3.0576
eps_0: 7.1290
1/eps_inf: 0.3271
1/eps_0: 0.1403
GAPS
gap with full exchange: 5.3545 eV
fixed-nuclei gap, fraction 1/eps_inf: 2.4242 eV
same gap in hartree: 0.08909 hartree
gap with wrong fraction 1/eps_0: 1.6108 eV
same wrong gap in hartree: 0.05920 hartree
error of wrong fraction: -0.8133 eV
gap with dynamic electronic mode: 2.4530 eV
MOVING LATTICE
longitudinal phonon energy: 40.30 meV
R of electronic mode: 0.9901
R of lattice mode: 0.2110
R of lattice mode, opened gap: 0.1936
lattice shift of gap: -0.1716 eV
gap including lattice shift: 2.2525 eV
polaron coupling constant: 2.233
phonon energy, mass x 16: 10.08 meV
R of lattice mode, mass x 16: 0.1085
SOFT LATTICE, K / 10
eps_0, soft lattice: 43.7717
wrong gap, soft lattice: 1.0995 eV
CHECKS
exact / second-order boson shift: 1.000001
R at 1000 hartree: 1.00000000
slow-mode R / square-root law: 0.999992
\end{verbatim}
